# Optimising the Tail-to-Total Gate for Two Scintillation Pulse Shapes

## 1. Equal charges and a fixed number of photoelectrons

Let every pulse contain $n$ photoelectrons of identical charge. There are two species of pulse, $k=A,B$. A photoelectron of species $k$ arrives at time $t$ with probability density $f_k(t)$, independently of the others. Call everything after a time $s$ the tail. The probability of landing there is

$$p_k(s)=\int_s^\infty f_k(t)\,dt,\qquad q_k=1-p_k .$$

The tail count $a$ is binomial, with mean $np_k$ and variance $np_kq_k$. The tail-to-total ratio $R=a/n$ therefore has mean $p_k$ and variance $p_kq_k/n$. Let B be the slower species, so that $p_B>p_A$.

The figure of merit (FOM) is the distance between the two peaks of $R$ divided by the sum of their full widths at half maximum. A Gaussian falls to half its height at $\pm\sigma\sqrt{2\ln2}$, so its full width is $\kappa\sigma$ with $\kappa=2\sqrt{2\ln 2}\approx2.355$. Hence

$$\mathrm{FOM}=\frac{\sqrt n\,(p_B-p_A)}{\kappa\left(\sqrt{p_Aq_A}+\sqrt{p_Bq_B}\right)} .$$

Put $p_k=\sin^2\theta_k$ with $0<\theta_k<\pi/2$. Then $\sqrt{p_kq_k}=\tfrac12\sin2\theta_k$, and

$$p_B-p_A=\tfrac12(\cos2\theta_A-\cos2\theta_B)=\sin(\theta_B+\theta_A)\sin(\theta_B-\theta_A),$$
$$\tfrac12(\sin2\theta_A+\sin2\theta_B)=\sin(\theta_B+\theta_A)\cos(\theta_B-\theta_A).$$

The common factor cancels:

$$\mathrm{FOM}=\frac{\sqrt n}{\kappa}\tan(\theta_B-\theta_A). \tag{1}$$

The tangent is increasing, so the best $s$ maximises $\theta_B-\theta_A$. From $dp_k=2\sin\theta_k\cos\theta_k\,d\theta_k$ and $dp_k/ds=-f_k(s)$ we get $d\theta_k/ds=-f_k/(2\sqrt{p_kq_k})$. The maximum therefore satisfies

$$\frac{f_A(s)}{\sqrt{p_Aq_A}}=\frac{f_B(s)}{\sqrt{p_Bq_B}} . \tag{2}$$

At the best boundary the ratio of the two pulse shapes equals the ratio of the two peak widths. If $s\to0$, both angles tend to $\pi/2$; if $s\to\infty$, both tend to zero. The separation vanishes at both ends, so the maximum lies between them.

## 2. Poisson light, background and unequal charges

A real pulse has a fluctuating number of photoelectrons, a finite gate and a background. Take the detection rate for $t\ge0$ as

$$\lambda_k(t)=Nf_k(t)+b,\qquad f_k(t)=\frac{1-x_k}{\tau_f}e^{-t/\tau_f}+\frac{x_k}{\tau_s}e^{-t/\tau_s}.$$

Here $N$ is the mean number of signal photoelectrons, the same for both species, $x_k$ is the fraction of slow light, and $b$ is a constant background rate. The start time is known. Rise time, electronic noise, afterpulsing and pile-up are left out, and no pedestal is subtracted. The total gate is $[0,T]$ and the tail gate is $[s,T]$.

The mean tail count $L_k$ and mean total count $M_k$ follow by integration:

$$L_k=N\Big[(1-x_k)(e^{-s/\tau_f}-e^{-T/\tau_f})+x_k(e^{-s/\tau_s}-e^{-T/\tau_s})\Big]+b(T-s),$$

and $M_k$ is the same expression with $s=0$. From here on $p_k=L_k/M_k$.

Tail and prompt counts, $a$ and $c$, are independent Poisson variables with means $L$ and $M-L$ (species index dropped). Dividing their joint probability by that of the total $n=a+c$ gives

$$\frac{e^{-L}L^a/a!\;e^{-(M-L)}(M-L)^c/c!}{e^{-M}M^n/n!}=\binom na p^a(1-p)^c .$$

Thus the binomial law of Section 1 survives at given $n$, background included.

Now let photoelectron $i$ carry charge $g_i$, with mean 1 and variance $v$, independent of its arrival time. Let $m_i=1$ if it falls in the tail and $0$ otherwise. Then

$$R=\sum_{i=1}^n w_im_i,\qquad w_i=\frac{g_i}{G},\qquad G=\sum_jg_j .$$

The weights add to one. At fixed weights the mean of $R$ is $p\sum w_i=p$ and its variance is $pq\sum w_i^2$. Since this mean does not depend on the weights, their fluctuation adds no further term, and

$$\mathrm{Var}(R\,|\,n)=pq\,\big\langle\textstyle\sum_iw_i^2\big\rangle .$$

For gamma-distributed charges the average can be found in closed form. The joint density is proportional to $\prod g_i^{1/v-1}e^{-G/v}$. Substituting $g_i=Gw_i$, with Jacobian $G^{n-1}$, splits it into a function of $G$ times a function of the weights, so the two are independent. Therefore $\langle g_1^2\rangle=\langle G^2\rangle\langle w_1^2\rangle$. With $\langle g_1^2\rangle=1+v$ and $\langle G^2\rangle=n^2+nv$,

$$\mathrm{Var}(R\,|\,n)=pq\,n\,\frac{1+v}{n^2+nv}=pq\,\frac{1+v}{n+v}. \tag{3}$$

For $n=5$, $p=0.3$, $v=0.2$ this is $0.3\times0.7\times1.2/5.2=0.04846$; direct sampling gave $0.04844$. Replacing $n+v$ by $n$ would give $0.0504$.

It remains to average over $n$, discarding empty pulses. The conditional mean $p$ does not depend on $n$, so again no extra variance appears. Expanding $1/(n+v)$ about $n=M$, where $\langle(n-M)^2\rangle=M$, gives

$$\left\langle\frac1{n+v}\right\rangle=\frac1{M+v}+\frac{M}{(M+v)^3}+\dots=\frac1M\left[1+\frac{1-v}{M}+O(M^{-2})\right].$$

To leading order in $1/M_k$,

$$\sigma_k^2=\frac{(1+v)\,p_kq_k}{M_k},\qquad \mathrm{FOM}=\frac{p_B-p_A}{\kappa(\sigma_A+\sigma_B)} . \tag{4}$$

At $M\approx400$ and $v=0.2$ the neglected term changes the variance by about $0.2\,\%$ and the width by $0.1\,\%$, relative to their own values.

## 3. The threshold and the meaning of the FOM

Call a pulse B if $R>r^*$. For Gaussian peaks the two misidentification rates are equal when $r^*$ lies the same number $z$ of standard deviations from each mean:

$$r^*-p_A=z\sigma_A,\qquad p_B-r^*=z\sigma_B .$$

Adding the equations gives $z=(p_B-p_A)/(\sigma_A+\sigma_B)=\kappa\,\mathrm{FOM}$. Substituting this into the first gives

$$r^*=p_A+\frac{\sigma_A(p_B-p_A)}{\sigma_A+\sigma_B}=\frac{\sigma_Bp_A+\sigma_Ap_B}{\sigma_A+\sigma_B}. \tag{5}$$

The error rate of each species is the Gaussian tail beyond $z$. Because $\kappa/\sqrt2=2\sqrt{\ln2}$,

$$\varepsilon=\tfrac12\,\mathrm{erfc}\!\left(z/\sqrt2\right)=\tfrac12\,\mathrm{erfc}\!\left(2\sqrt{\ln2}\;\mathrm{FOM}\right). \tag{6}$$

This decreases as the FOM grows. Within the Gaussian approximation, the gate of largest FOM is therefore also the gate of smallest equal-error rate. If one kind of error costs more than the other, the threshold should be chosen differently.

## 4. Equations for the best gate

Write $D=p_B-p_A$ and $S=\sigma_A+\sigma_B$. At an interior maximum of $D/S$, both derivatives of $\ln D-\ln S$ vanish.

Moving $s$ later removes charge from the tail and leaves the total unchanged. Moving $T$ later adds the same charge to both:

$$\frac{\partial p}{\partial s}=-\frac{\lambda(s)}M,\qquad
\frac{\partial p}{\partial T}=\frac{\lambda(T)}M-\frac{L\lambda(T)}{M^2}=\frac{\lambda(T)\,q}{M}.$$

For the widths, differentiate $2\ln\sigma=\ln(1+v)+\ln p+\ln q-\ln M$:

$$\frac{d\sigma}\sigma=\frac12\left[\frac{1-2p}{pq}\,dp-\frac{dM}M\right].$$

Inserting the two displacements gives

$$\frac1\sigma\frac{\partial\sigma}{\partial s}=-\frac{\lambda(s)(1-2p)}{2Mpq},\qquad
\frac1\sigma\frac{\partial\sigma}{\partial T}=\frac{\lambda(T)}{2M}\left[\frac{1-2p}p-1\right]=\frac{\lambda(T)(1-3p)}{2Mp}.$$

The stationarity equations are therefore

$$\frac1D\left[\frac{\lambda_A(s)}{M_A}-\frac{\lambda_B(s)}{M_B}\right]=-\frac1S\sum_k\frac{\sigma_k\lambda_k(s)(1-2p_k)}{2M_kp_kq_k}, \tag{7}$$
$$\frac1D\left[\frac{\lambda_B(T)q_B}{M_B}-\frac{\lambda_A(T)q_A}{M_A}\right]=\frac1S\sum_k\frac{\sigma_k\lambda_k(T)(1-3p_k)}{2M_kp_k}. \tag{8}$$

The factor $\sqrt{1+v}$ cancels between $\sigma_k$ and $S$: charge spread lowers the FOM without moving the best gate. If $N$ and $b$ are multiplied by the same number, every $p_k$ is unchanged and every $M_k$ is multiplied by it. The best gate thus depends on $N$ and $b$ through $b/N$ alone, and at fixed $b/N$ the FOM grows as $\sqrt N$.

**No background, endless gate.** For $b=0$ and $T\to\infty$, $M_A=M_B=N$. Equation (4) then becomes (1) with $n$ replaced by $N/(1+v)$, and (7) reduces to (2).

**Background and a very long gate.** Keep $s$ fixed and let $T\to\infty$ with $b>0$. Both totals approach $M=N+bT$, while the prompt counts $P_k=M_k-L_k$ stay finite. Then $q_k=P_k/M$, $D=(P_A-P_B)/M$ and $\sigma_k\to\sqrt{(1+v)P_k}/M$. The large $M$ cancels:

$$\mathrm{FOM}\to\frac{P_A-P_B}{\kappa\sqrt{1+v}\,(\sqrt{P_A}+\sqrt{P_B})}=\frac{\sqrt{P_A}-\sqrt{P_B}}{\kappa\sqrt{1+v}} . \tag{9}$$

The denominator of $R$ is now almost constant, and the ratio has become a measurement of prompt charge. What separates the species is now their amount of prompt light, which depends on $N$ as well as on pulse shape. If B were brighter by just the factor that makes $P_A=P_B$, the separation would vanish in this limit of a very long gate. With a spread of pulse heights, this remaining separation cannot be relied on.

## 5. Algorithm and numerical error

1. Evaluate (4) on a coarse grid of $(s,T)$ and take the largest value.
2. From that point solve (7) and (8) with a two-dimensional root finder.
3. Compute $r^*$ from (5).
4. For each pulse form $R$ and call it B if $R>r^*$.

The scan is needed because a root of (7) and (8) may be any stationary point. It protects against other maxima only within its range and resolution.

Near the maximum, $\mathrm{FOM}\approx F_0-\tfrac12C(\delta s)^2$. An error $\delta F$ in the computed FOM thus leaves $s$ uncertain by about $\sqrt{2\,\delta F/C}$. In the example below $C\approx1.45\times10^{-3}\ \mathrm{ns^{-2}}$, so rounding errors are harmless. Statistical noise is not. With $E$ simulated pulses per species, each width has a relative error of about $1/\sqrt{2E}$, which is $0.5\,\%$ for $E=20000$. Combining the errors of both widths and both means gives about $0.4\,\%$ in the FOM, or $\delta F\approx0.005$, and hence $\delta s\approx3$ ns. The formula should therefore locate the gate, and simulation should check the result there.

## 6. Worked example

The model parameters are $\tau_f=5$ ns, $\tau_s=100$ ns, $x_A=0.10$, $x_B=0.25$, $N=400$, $b=0.02\ \mathrm{ns^{-1}}$ and $v=0.2$. The complete values are in the numerical output.

The coarse scan gives $(24,380)$ ns, and the root is

$$s=23.27\ \mathrm{ns},\qquad T=385.6\ \mathrm{ns}.$$

A direct maximisation of (4) agreed within the test tolerance of $0.02$ ns. The mean tail and total counts are $41.53$ and $406.86$ for A, and $87.23$ and $405.59$ for B, including $7.71$ background counts in the total gate. Hence

$$p_A=\frac{41.53}{406.86}=0.1021,\qquad p_B=\frac{87.23}{405.59}=0.2151,$$
$$\sigma_A=\sqrt{\frac{1.2\times0.1021\times0.8979}{406.86}}=0.01644,\qquad \sigma_B=0.02235,$$
$$\mathrm{FOM}=\frac{0.1130}{2.355\times0.03879}=1.237 .$$

The threshold is $r^*=0.1500$ and (6) gives $\varepsilon=1.79\times10^{-3}$. A simulation drawing each photoelectron's time and charge, with the FOM computed from the means and standard deviations of $R$, gave $1.241$, higher by $0.3\,\%$ and within the statistical error estimated above.

**The gate end.** With $s$ held at $23.27$ ns, the FOM without background rises from $0.968$ at $T=100$ ns to $1.311$ at $400$ ns and $1.325$ at $1500$ ns. With background the same three gates give $0.949$, $1.237$ and $1.103$. A late gate end still collects background when little slow light is left. The limit (9), with $P_A=406.86-41.53=365.33$ and $P_B=405.59-87.23=318.36$, is

$$\frac{19.11-17.84}{2.355\times1.095}\approx0.49 .$$

The fall from $1.237$ is thus far from complete at $1500$ ns.

**The background-free limit.** Equation (2) gives $s=24.35$ ns, with $p_A=0.0853$, $p_B=0.2017$ and $\theta_B-\theta_A=0.1694$. Then

$$\mathrm{FOM}=\sqrt{400/1.2}\;\frac{\tan0.1694}{2.355}=1.326 .$$

Background costs $6.7\,\%$ of this value, even with the gate adjusted to it.

**Other light levels.** At the same $b$, the best gate is $(21.78,286.5)$ ns for $N=100$ and $(23.95,506.6)$ ns for $N=1600$. The FOMs are $0.553$ and $2.591$. Pure $\sqrt N$ scaling from $N=400$ would give $0.619$ and $2.474$; the differences arise because $b/N$ has changed. The tail start moves by about 2 ns over this range, while the gate end moves by 220 ns.

## 7. Error of the Gaussian approximation

For gamma charges the distribution of $R$ can be summed without assuming Gaussian peaks. At given tail and prompt counts $a,c\ge1$, the two charges are independent gamma variables with shapes $a/v$ and $c/v$, so $R$ follows a beta distribution with these parameters. If $a=0$, then $R=0$. Weighting with the two Poisson laws gives, at $r^*$, an error of $3.12\times10^{-3}$ for A called B and $1.21\times10^{-3}$ for B called A. The Gaussian value for both was $1.79\times10^{-3}$. For 20000 pulses per species the sums predict 62 and 24 errors; the simulation had 68 and 27.

The imbalance comes mainly from skewness. At fixed weights the third central moment of $R$ is $pq(1-2p)\sum w_i^3$, positive for $p<\tfrac12$. The argument leading to (3), with $\langle g_1^3\rangle=(1+v)(1+2v)$ and $\langle G^3\rangle=n(n+v)(n+2v)$, gives $\langle\sum w_i^3\rangle\approx(1+v)(1+2v)/M^2$. Dividing the moment by $\sigma^3$ yields the skewness

$$\gamma=\frac{(1+2v)(1-2p)}{\sqrt{(1+v)\,pq\,M}},$$

which is $0.167$ for A and $0.088$ for B.

For the standardised variable $y=(R-p)/\sigma$, a small skewness changes the characteristic function to $e^{-u^2/2}[1+\gamma(iu)^3/6]$. On inversion $(iu)^3$ becomes $-d^3/dy^3$, so the density is $\phi(y)[1+\gamma(y^3-3y)/6]$, where $\phi$ is the standard normal density. Since $\frac{d}{dy}[(y^2-1)\phi]=-(y^3-3y)\phi$, the upper tail gains

$$\Delta\varepsilon=\frac\gamma6\,(z^2-1)\,\phi(z),$$

and the lower tail loses the same expression. Here $z=2.355\times1.237=2.913$ and $\phi(z)=5.73\times10^{-3}$. The corrected errors are $2.98\times10^{-3}$ for A and $1.16\times10^{-3}$ for B, within $5\,\%$ of the summed values. The upper tail of A and the lower tail of B face the threshold, which is why the corrections have opposite signs.

Raising the threshold to $0.1529$ equalises the summed errors at $1.93\times10^{-3}$, which is $8\,\%$ above the Gaussian estimate. Equation (6) is thus a fair guide to the balanced rate here, but (5) is a poorer guide to the balance itself.

The same sums can be used to compare the gate of best FOM with the gate of fewest errors. With $T$ fixed and the threshold rebalanced each time, tail starts of $19.78$, $23.27$ and $27.92$ ns give $2.09$, $1.93$ and $2.10\times10^{-3}$. The middle value is the lowest of the seven starts computed. This places the error minimum near the FOM maximum, without showing that they coincide. Halving $s$ raises the rate to $6.97\times10^{-3}$, and doubling it to $4.95\times10^{-3}$.

## 8. Where the result fails

At low light the peaks overlap even at the gate of largest FOM: for $N=100$, (6) gives an error of about $10\,\%$. The expansion in $1/M$ also becomes less accurate there.

The Gaussian error rate has the opposite weakness. For well-separated peaks $\phi(z)/\varepsilon\approx z$, so the skewness correction of Section 7 is $\Delta\varepsilon/\varepsilon\approx\gamma z^3/6$. At fixed $b/N$, $\gamma$ falls as $1/\sqrt M$ and $z$ grows as $\sqrt M$, so this first-order ratio grows in proportion to $M$. Once it is no longer small, the first-order correction itself fails. For $N=1600$, $b=0.08\ \mathrm{ns^{-1}}$ and the same gate, the sums of Section 7 at $r^*$ give 9.6 times the value of (6) for A, where first order predicts 3.7, and 0.19 times it for B. With the threshold rebalanced, the common rate is only 1.32 times (6), against 1.08 at $N=400$. The brighter the pulses, the less (5) and, more slowly, (6) can be trusted for the rare errors that remain.

For pulses of varying height, the formulas must be evaluated in bands of $N$. At a fixed gate without background, only the widths $\sigma_k$ depend on $N$, while $p_k$ and $r^*$ stay the same. With background, $b/N$ changes from band to band, so $p_k$ and $r^*$ move too.

Timing jitter of the tail boundary, with standard deviation $\sigma_t$, adds about $[\lambda_k(s)\sigma_t/M_k]^2$ to the variance of $R$. At the best gate $\lambda_A(s)/M_A\approx0.0025\ \mathrm{ns^{-1}}$, so 1 ns of jitter widens the A peak by about $1\,\%$. The effect grows as $\sigma_t^2$ while it is small, and 5 ns would already matter. Electronic noise adds a variance that grows with gate length and favours a shorter $T$.

Finally, $R$ keeps one number from each pulse and ignores where within each gate the photoelectrons fell. The gate found here maximises the leading-order FOM of this statistic under the stated model; it does not bound what a method using all arrival times could achieve.

## Numbers as computed

```
decay times fast, slow: 5, 100 ns
slow-light fraction A, B: 0.10, 0.25
signal N: 400 photoelectrons
background rate b: 0.02 per ns
relative gain variance v: 0.2
fixed n=5, p=0.3: variance simulated 0.04844
fixed n=5, p=0.3: variance formula 0.04846
coarse scan best s, T: 24, 380 ns
best tail start s: 23.27 ns
best gate end T: 385.6 ns
mean tail counts A, B: 41.53, 87.23
mean total counts A, B: 406.86, 405.59
background counts in total gate: 7.71
mean ratio p A, B: 0.10207, 0.21507
ratio sigma A, B: 0.01644, 0.02235
FOM formula, simulation: 1.2371, 1.2410
Gaussian threshold r*: 0.14997
Gaussian equal-error rate: 1.789e-03
exact errors at r*, A as B: 3.121e-03, B as A: 1.205e-03
simulated events per species: 20000
simulated errors at r*, A as B: 68, B as A: 27
exact equal-error threshold: 0.15291
exact equal-error rate: 1.927e-03
tail start moved at best T: s (ns), FOM, exact equal-error rate
   11.63  1.0508  6.966e-03
   16.29  1.1841  2.828e-03
   19.78  1.2263  2.088e-03
   23.27  1.2371  1.927e-03
   27.92  1.2250  2.102e-03
   34.90  1.1835  2.826e-03
   46.53  1.1018  4.951e-03
no background, endless gate: best s 24.35 ns
  p A, B: 0.08530, 0.20173
  angle difference: 0.16943 rad, FOM 1.3263
FOM at best s versus T (ns): without b, with b
    100  0.9678  0.9491
    200  1.2100  1.1720
    400  1.3107  1.2370
    800  1.3252  1.1888
   1500  1.3255  1.1034
other light levels: N, best s (ns), best T (ns), FOM
    100  21.78  286.5  0.5529
   1600  23.95  506.6  2.5907
```
